**Stokes parameters and polarized Compton scattering**

The program tests the photon density matrix $\rho=\frac12(1+\boldsymbol\xi\cdot\boldsymbol\tau)$, where $\xi_3$ and $\xi_1$ describe linear polarization, $\xi_2$ describes helicity, and $\boldsymbol\tau$ are Pauli matrices in polarization space. It asserts that linear-analyser intensities in turned axes follow the double-angle law for $\xi_1$ and $\xi_3$. The invariance of $\xi_2$ is tested indirectly: the helicity coefficient, derived in scattering-plane axes and carried over unchanged, is compared with amplitudes computed in fixed axes at random azimuths. For tree-level Compton scattering on a free electron at rest, it compares the closed cross section, linear in $\boldsymbol\xi$, with explicit Dirac amplitudes at 25 random choices of energy, angles, electron spin and photon polarization. Further assertions cover gauge invariance for the incoming photon, the phase-space derivative, the reduced two-component amplitudes, the extremes over polarization and the low-energy Thomson cross section. For the 200000 eV example, the formula and the direct average over the beam both give $2.557\times10^{-10}$ angstrom²/sr. With unpolarized electrons the same beam gives $2.677\times10^{-10}$ angstrom²/sr.

## Numerical verification

```python
"""Photon Stokes parameters and a cross section linear in them.

Result under test: rho = (1 + xi1*s1 + xi2*s2 + xi3*s3)/2, with s1,s2,s3 the
Pauli matrices in the basis (x, y) transverse to k. Turning the axes by phi
turns (xi3, xi1) by 2*phi and leaves xi2 unchanged. Any one-photon cross
section is sigma0 + xi1*sigma1 + xi2*sigma2 + xi3*sigma3.
Application: tree-level Compton scattering on a free electron at rest with
spin polarization vector zeta; final polarizations are summed.
Symbols: w, w_out = photon energies in units of m c^2; theta = scattering
angle; phi = azimuth of the scattering plane from x; n, n_out = directions.
Internal cross sections are in units of r_e^2, r_e = classical radius.
"""
import numpy as np
from scipy import constants as const

I2 = np.eye(2, dtype=complex)
PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                  [[1, 0], [0, -1]]], dtype=complex)
GAMMA0 = np.kron(np.diag([1, -1]), I2)
GAMMA = [np.kron(np.array([[0, 1], [-1, 0]]), s) for s in PAULI]
X4 = np.array([0, 1, 0, 0], dtype=complex)
Y4 = np.array([0, 0, 1, 0], dtype=complex)


def slash(a):
    return a[0] * GAMMA0 - sum(a[i + 1] * GAMMA[i] for i in range(3))


def sigma_dot(v):
    return np.einsum('i,ijk->jk', v, PAULI)


def four(time_part, vector):
    return np.concatenate(([time_part], vector)).astype(complex)


def minkowski(a, b):
    return a[0] * b[0] - np.dot(a[1:], b[1:])


def spinors(p):
    """Two columns u(p), normalized to ubar u = 2 (electron mass = 1)."""
    return (slash(p) + np.eye(4))[:, :2] / np.sqrt(p[0] + 1)


def kinematics(w, theta, phi):
    c, s = np.cos(theta), np.sin(theta)
    w_out = w / (1 + w * (1 - c))
    n = np.array([0.0, 0.0, 1.0])
    n_out = np.array([s * np.cos(phi), s * np.sin(phi), c])
    in_plane = np.array([c * np.cos(phi), c * np.sin(phi), -s])
    normal = np.array([-np.sin(phi), np.cos(phi), 0.0])
    return w_out, n, n_out, in_plane, normal


def dirac_amplitude(w, theta, phi, e_in, e_out):
    """Both tree diagrams, full propagators; 2x2 in final, initial spin."""
    w_out, n, n_out, _, _ = kinematics(w, theta, phi)
    p, k, k_out = four(1, 0 * n), four(w, w * n), four(w_out, w_out * n_out)
    p_out = p + k - k_out
    ein, eout = slash(e_in), slash(np.conj(e_out))
    one = np.eye(4)
    vertex = (eout @ (slash(p + k) + one) @ ein / (2 * minkowski(p, k))
              - ein @ (slash(p - k_out) + one) @ eout
              / (2 * minkowski(p, k_out)))
    return spinors(p_out).conj().T @ GAMMA0 @ vertex @ spinors(p)


def response_matrix(w, theta, phi, zeta, pols):
    """W_ab = sum of T_a T_b^* over unobserved states, in r_e^2 per sr."""
    w_out, _, _, in_plane, normal = kinematics(w, theta, phi)
    spin_rho = (I2 + sigma_dot(zeta)) / 2
    W = np.zeros((len(pols), len(pols)), dtype=complex)
    for e_out in (four(0, in_plane), four(0, normal)):
        T = [dirac_amplitude(w, theta, phi, e, e_out) for e in pols]
        for a in range(len(pols)):
            for b in range(len(pols)):
                W[a, b] += np.trace(T[a] @ spin_rho @ T[b].conj().T)
    return W * (w_out / w)**2 / 4


def direct_cross_section(w, theta, phi, zeta, jones):
    e = jones[0] * X4 + jones[1] * Y4
    return response_matrix(w, theta, phi, zeta, [e])[0, 0].real


def closed_coefficients(w, theta, phi, zeta):
    """Derived sigma0, sigma1, sigma2, sigma3 in the fixed axes."""
    w_out, n, n_out, _, _ = kinematics(w, theta, phi)
    c, s2 = np.cos(theta), np.sin(theta)**2
    spin_term = (1 - c) * np.dot(zeta, c * w * n + w_out * n_out)
    return 0.5 * (w_out / w)**2 * np.array([
        w / w_out + w_out / w - s2, -s2 * np.sin(2 * phi),
        -spin_term, -s2 * np.cos(2 * phi)])


def linear(angle):
    return np.array([np.cos(angle), np.sin(angle)], dtype=complex)


PLUS = np.array([1, 1j]) / np.sqrt(2)
MINUS = PLUS.conj()


def measured_stokes(beam, axis_angle=0.0):
    """Stokes parameters from analyser intensities in turned axes."""
    def intensity(analyser):
        return sum(p * abs(np.vdot(analyser, e))**2 for p, e in beam)
    a = axis_angle
    return np.array([
        intensity(linear(a + np.pi / 4)) - intensity(linear(a - np.pi / 4)),
        intensity(PLUS) - intensity(MINUS),
        intensity(linear(a)) - intensity(linear(a + np.pi / 2))])


def rotated_stokes(xi, angle):
    c, s = np.cos(2 * angle), np.sin(2 * angle)
    return np.array([xi[0] * c - xi[2] * s, xi[1], xi[2] * c + xi[0] * s])


# Beam of the worked example and its density matrix.
beam = [(0.5, linear(np.radians(30))), (0.3, PLUS),
        (0.2, linear(np.radians(80)))]
xi = measured_stokes(beam)
degree = np.linalg.norm(xi)
rho = sum(p * np.outer(e, e.conj()) for p, e in beam)
assert np.allclose(rho, (I2 + sigma_dot(xi)) / 2, atol=1e-13)
assert np.allclose(np.linalg.eigvalsh(rho),
                   [(1 - degree) / 2, (1 + degree) / 2], atol=1e-13)
for angle in (0.2, 1.1, -0.7, 2.9):
    assert np.allclose(measured_stokes(beam, angle),
                       rotated_stokes(xi, angle), atol=1e-13)

# Random kinematics, electron spins and pure photon states.
rng = np.random.default_rng(7)
worst = 0.0
for _ in range(25):
    w, theta = rng.uniform(0.05, 3), rng.uniform(0.2, 2.9)
    phi = rng.uniform(0, 2 * np.pi)
    zeta = rng.normal(size=3)
    zeta *= rng.uniform(0, 1) / np.linalg.norm(zeta)
    coef = closed_coefficients(w, theta, phi, zeta)
    jones = rng.normal(size=2) + 1j * rng.normal(size=2)
    jones /= np.linalg.norm(jones)
    direct = direct_cross_section(w, theta, phi, zeta, jones)
    predicted = coef[0] + coef[1:] @ measured_stokes([(1.0, jones)])
    worst = max(worst, abs(direct - predicted) / coef[0])
    # Coefficients from matrix elements, and extremes by diagonalization.
    W = response_matrix(w, theta, phi, zeta, [X4, Y4])
    from_W = [(W[0, 0] + W[1, 1]).real / 2, W[0, 1].real,
              W[0, 1].imag, (W[0, 0] - W[1, 1]).real / 2]
    assert np.allclose(from_W, coef, atol=1e-11)
    size = np.linalg.norm(coef[1:])
    assert np.allclose(np.linalg.eigvalsh(W),
                       [coef[0] - size, coef[0] + size], atol=1e-11)
    # Gauge invariance: a polarization proportional to k gives zero.
    w_out, n, n_out, in_plane, normal = kinematics(w, theta, phi)
    for e_out in (in_plane, normal):
        zero = dirac_amplitude(w, theta, phi, four(w, w * n), four(0, e_out))
        assert np.max(abs(zero)) < 1e-11
    # Recoil derivative in the two-body phase space.
    def total_energy(v):
        return v + np.sqrt(1 + w**2 + v**2 - 2 * w * v * np.cos(theta))
    h = 1e-5 * w_out
    slope = (total_energy(w_out + h) - total_energy(w_out - h)) / (2 * h)
    recoil_energy = 1 + w - w_out
    assert abs(slope / (w / (recoil_energy * w_out)) - 1) < 1e-7
assert worst < 1e-11

# Reduced two-component amplitudes against the full Dirac amplitude.
for w, theta in ((0.4, 1.0), (2.0, 2.3)):
    w_out, n, n_out, xp, y = kinematics(w, theta, 0.0)
    x = np.array([1.0, 0.0, 0.0])
    c, s = np.cos(theta), np.sin(theta)
    D = 2 + w - w_out
    Q = sigma_dot(w * n - w_out * n_out)
    QN = Q @ sigma_dot(n + n_out) / D
    flip = 1j * (1 - c) * I2
    reduced = [(y, y, 2 * I2 - QN), (xp, x, 2 * c * I2 - QN),
               (y, x, Q @ (flip + s * PAULI[1]) / D),
               (xp, y, Q @ (flip - s * PAULI[1]) / D)]
    for e_out, e_in, A in reduced:
        full = dirac_amplitude(w, theta, 0.0, four(0, e_in), four(0, e_out))
        assert np.allclose(full, 0.5 * np.sqrt(2 * D) * A, atol=1e-12)
    # General Pauli form, tested with complex polarizations.
    e_in = (x + 1j * y) / np.sqrt(2)
    e_out = (0.6 * xp + 0.8j * y)
    eo = e_out.conj()
    bracket = (sigma_dot(eo) @ sigma_dot(n) @ sigma_dot(e_in)
               + sigma_dot(e_in) @ sigma_dot(n_out) @ sigma_dot(eo))
    A = 2 * np.dot(e_in, eo) * I2 + Q @ bracket / D
    full = dirac_amplitude(w, theta, 0.0, four(0, e_in), four(0, e_out))
    assert np.allclose(full, 0.5 * np.sqrt(2 * D) * A, atol=1e-12)

# Units and low-energy total cross section (recoil correction is about 2 w).
bohr = const.physical_constants['Bohr radius'][0] / const.angstrom
r_e = const.fine_structure**2 * bohr
mc2 = const.m_e * const.c**2 / const.e
nodes, weights = np.polynomial.legendre.leggauss(12)
low_w = 1e-6
total = 2 * np.pi * r_e**2 * sum(
    g * np.trace(response_matrix(low_w, np.arccos(u), 0.0, np.zeros(3),
                                 [X4, Y4])).real / 2
    for u, g in zip(nodes, weights))
thomson = (const.physical_constants['Thomson cross section'][0]
           / const.angstrom**2)
assert abs(total / thomson - 1) < 1e-5

# Worked example.
energy, theta_deg, phi_deg, spin = 200000.0, 60.0, 25.0, 0.8
w, theta, phi = energy / mc2, np.radians(theta_deg), np.radians(phi_deg)
zeta = np.array([0.0, 0.0, spin])
w_out = kinematics(w, theta, phi)[0]
xi_plane = rotated_stokes(xi, phi)
coef = closed_coefficients(w, theta, phi, zeta) * r_e**2
plane_coef = closed_coefficients(w, theta, 0.0, zeta) * r_e**2
parts = coef[1:] * xi
result = coef[0] + parts.sum()
in_plane_result = plane_coef[0] + plane_coef[1:] @ xi_plane
direct = r_e**2 * sum(p * direct_cross_section(w, theta, phi, zeta, e)
                      for p, e in beam)
no_spin = r_e**2 * sum(p * direct_cross_section(w, theta, phi, 0 * zeta, e)
                       for p, e in beam)
assert abs(direct / result - 1) < 1e-11
assert abs(in_plane_result / result - 1) < 1e-11
assert abs(no_spin / (result - parts[1]) - 1) < 1e-11
size = np.linalg.norm(coef[1:])

for p, e in beam:
    one = measured_stokes([(1.0, e)]) + 0.0
    print(f"beam part: weight {p:.1f}, xi1 xi2 xi3 = "
          f"{one[0]:.5f} {one[1]:.5f} {one[2]:.5f}")
for i in range(3):
    print(f"beam xi{i+1}, fixed axes = {xi[i]:.5f}")
print(f"degree of polarization = {degree:.5f}")
print(f"eigenvalues of rho = {(1-degree)/2:.5f} {(1+degree)/2:.5f}")
for i in range(3):
    print(f"beam xi{i+1}, scattering-plane axes = {xi_plane[i]:.5f}")
print(f"incoming photon energy = {energy:.1f} eV")
print(f"electron rest energy = {mc2:.1f} eV")
print(f"w = {w:.6f}, w_out = {w_out:.6f} (units of m c^2)")
print(f"scattered photon energy = {w_out*mc2:.1f} eV")
print(f"electron kinetic energy = {(w-w_out)*mc2:.1f} eV")
print(f"theta = {theta_deg:.1f} deg, phi = {phi_deg:.1f} deg")
print(f"electron spin polarization along k = {spin:.2f}")
print(f"w/w_out + w_out/w = {w/w_out+w_out/w:.6f}")
print(f"classical electron radius = {r_e:.6e} angstrom")
print(f"prefactor = {0.5*r_e**2*(w_out/w)**2:.5e} angstrom^2/sr")
for i in range(4):
    print(f"sigma{i}, fixed axes = {coef[i]:.5e} angstrom^2/sr")
print(f"sigma3, plane axes = {plane_coef[3]:.5e} angstrom^2/sr")
for i in range(3):
    print(f"xi{i+1}*sigma{i+1} = {parts[i]:.5e} angstrom^2/sr")
print(f"cross section, formula = {result:.5e} angstrom^2/sr")
print(f"cross section, Dirac average = {direct:.5e} angstrom^2/sr")
print(f"cross section = {result/bohr**2:.5e} bohr^2/sr")
print(f"same beam, unpolarized electrons = {no_spin:.5e} angstrom^2/sr")
print(f"minimum over polarizations = {coef[0]-size:.5e} angstrom^2/sr")
print(f"maximum over polarizations = {coef[0]+size:.5e} angstrom^2/sr")
print(f"low-energy test photon energy = {low_w*mc2:.3f} eV")
print(f"low-energy total cross section = {total:.5e} angstrom^2")
print(f"Thomson cross section = {thomson:.5e} angstrom^2")
print(f"largest relative deviation below 1e-11: {worst < 1e-11}")
print("every check passed")
```

It prints:

```
beam part: weight 0.5, xi1 xi2 xi3 = 0.86603 0.00000 0.50000
beam part: weight 0.3, xi1 xi2 xi3 = 0.00000 1.00000 0.00000
beam part: weight 0.2, xi1 xi2 xi3 = 0.34202 0.00000 -0.93969
beam xi1, fixed axes = 0.50142
beam xi2, fixed axes = 0.30000
beam xi3, fixed axes = 0.06206
degree of polarization = 0.58760
eigenvalues of rho = 0.20620 0.79380
beam xi1, scattering-plane axes = 0.27476
beam xi2, scattering-plane axes = 0.30000
beam xi3, scattering-plane axes = 0.42400
incoming photon energy = 200000.0 eV
electron rest energy = 510999.0 eV
w = 0.391390, w_out = 0.327333 (units of m c^2)
scattered photon energy = 167266.7 eV
electron kinetic energy = 32733.3 eV
theta = 60.0 deg, phi = 25.0 deg
electron spin polarization along k = 0.80
w/w_out + w_out/w = 2.032029
classical electron radius = 2.817940e-05 angstrom
prefactor = 2.77711e-10 angstrom^2/sr
sigma0, fixed axes = 3.56033e-10 angstrom^2/sr
sigma1, fixed axes = -1.59554e-10 angstrom^2/sr
sigma2, fixed axes = -3.99194e-11 angstrom^2/sr
sigma3, fixed axes = -1.33882e-10 angstrom^2/sr
sigma3, plane axes = -2.08283e-10 angstrom^2/sr
xi1*sigma1 = -8.00031e-11 angstrom^2/sr
xi2*sigma2 = -1.19758e-11 angstrom^2/sr
xi3*sigma3 = -8.30890e-12 angstrom^2/sr
cross section, formula = 2.55745e-10 angstrom^2/sr
cross section, Dirac average = 2.55745e-10 angstrom^2/sr
cross section = 9.13283e-10 bohr^2/sr
same beam, unpolarized electrons = 2.67721e-10 angstrom^2/sr
minimum over polarizations = 1.43959e-10 angstrom^2/sr
maximum over polarizations = 5.68107e-10 angstrom^2/sr
low-energy test photon energy = 0.511 eV
low-energy total cross section = 6.65245e-09 angstrom^2
Thomson cross section = 6.65246e-09 angstrom^2
largest relative deviation below 1e-11: True
every check passed
```
